# Orbital Depairing in a Thin Diffusive Superconducting Film in a Parallel Field: verification in Python

```python
"""Orbital depairing of a thin diffusive superconducting film in a parallel field.

Result under test:  Gamma = (2 D e^2/hbar) <A^2> = D e^2 B^2 d^2 / (6 hbar)
D: diffusion constant, B: field parallel to the faces, d: thickness,
A: vector potential measured from the midplane, e > 0: elementary charge.
Gamma is defined by the Usadel equation
    Delta cos(theta) - omega sin(theta) - Gamma sin(theta) cos(theta) = 0,
with theta the pairing angle, omega the Matsubara energy, Delta the pair potential.
Dimensionless field: b = e B d^2/hbar; energies in hbar D/d^2 then give Gamma = b^2/6.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq, minimize_scalar

hbar, e, kB = const.hbar, const.e, const.k
muB = const.physical_constants["Bohr magneton"][0]
micro_eV = 1e-6 * e

# ---------- example: rough typical values for a thin disordered aluminium film
thickness = 6e-9          # m
diffusion = 5e-4          # m^2/s
Tc = 2.0                  # K
v_fermi = 2.0e6           # m/s
field = 2.0               # T
temperature = 0.3         # K
atomic_number = 13


def depairing(B):
    """Derived formula, in joule."""
    return diffusion * e**2 * B**2 * thickness**2 / (6 * hbar)


Gamma = depairing(field)
b_example = e * field * thickness**2 / hbar

# ---------- average of A^2 by quadrature
mean_A2 = quad(lambda z: (field * z * 1e-9)**2, -thickness / 2 * 1e9,
               thickness / 2 * 1e9)[0] / (thickness * 1e9)
assert abs(2 * diffusion * e**2 * mean_A2 / hbar / Gamma - 1) < 1e-9

# ---------- local depairing term from the matrix Usadel equation
z, hD, om, De = sp.symbols("z hD omega Delta", real=True)
th = sp.Function("theta")(z)
a = sp.Function("a")(z)   # a = e A_y / hbar
t1 = sp.Matrix([[0, 1], [1, 0]])
t2 = sp.Matrix([[0, -sp.I], [sp.I, 0]])
t3 = sp.Matrix([[1, 0], [0, -1]])


def commutator(p, q):
    return p * q - q * p


def covariant_y(m):
    return -sp.I * a * commutator(t3, m)


g = t3 * sp.cos(th) + t1 * sp.sin(th)
divergence = covariant_y(g * covariant_y(g)) + (g * g.diff(z)).diff(z)
matrix_equation = hD * divergence - commutator(om * t3 + De * t1, g)
scalar_equation = (hD / 2 * th.diff(z, 2) + De * sp.cos(th) - om * sp.sin(th)
                   - 2 * hD * a**2 * sp.sin(th) * sp.cos(th))
difference = (matrix_equation - 2 * sp.I * t2 * scalar_equation).applyfunc(
    lambda entry: sp.simplify(sp.expand(entry)))
assert difference == sp.zeros(2, 2)

# ---------- lowest eigenvalue of the linearized pair operator, Neumann faces
nodes, weights = np.polynomial.legendre.leggauss(300)
x, wx = nodes / 2, weights / 2      # film coordinate z/d in (-1/2, 1/2)


def lowest_pair_energy(b, phase_gradient=0.0, origin=0.0, size=60):
    n = np.arange(size)
    basis = np.sqrt(2) * np.cos(np.pi * np.outer(n, x + 0.5))
    basis[0] = 1.0
    potential = 0.5 * (2 * b * (x - origin) - phase_gradient)**2
    H = (basis * (wx * potential)) @ basis.T + np.diag(0.5 * (np.pi * n)**2)
    return np.linalg.eigvalsh(H)[0]


b_test = 0.5
eigen_ratio = lowest_pair_energy(b_test) / (b_test**2 / 6)
correction_ratio = (1 - eigen_ratio) / (2 * b_test**2 / 315)
assert abs(eigen_ratio - 1) < 3e-3
assert abs(correction_ratio - 1) < 0.02
# potential measured from the lower face: the free phase gradient restores Gamma
best = minimize_scalar(lambda q: lowest_pair_energy(b_test, q, -0.5),
                       bounds=(-2, 3), method="bounded",
                       options={"xatol": 1e-7})
fixed_gauge_ratio = lowest_pair_energy(b_test, 0.0, -0.5) / (b_test**2 / 6)
assert abs(best.x - b_test) < 1e-4
assert abs(best.fun / lowest_pair_energy(b_test) - 1) < 1e-8
assert fixed_gauge_ratio > 3
# bulk Landau level, used for the misalignment estimate: energy D e B
assert abs(lowest_pair_energy(40.0) / 40.0 - 1) < 1e-4

# ---------- BCS gap ratio and critical depairing (energies in kB Tc)
cutoff = 200.0
log_integral = (quad(lambda y: np.tanh(y / 2) / y, 0, 10)[0]
                + quad(lambda y: np.tanh(y / 2) / y, 10, cutoff)[0])
gap_ratio = cutoff / np.sinh(log_integral)
assert abs(gap_ratio / (np.pi * np.exp(-np.euler_gamma)) - 1) < 1e-4
t_low = 0.01
matsubara = np.pi * t_low * (2 * np.arange(200000) + 1)
critical_gamma = brentq(lambda G: np.log(t_low) + 2 * np.pi * t_low * np.sum(
    1 / matsubara - 1 / (matsubara + G)), 0.1, 2.0)
critical_ratio = critical_gamma / gap_ratio
assert abs(critical_ratio - 0.5) < 1e-3

# ---------- reduced pair potential and spectral edge at zero temperature
Delta0 = gap_ratio * kB * Tc
G0 = Gamma / Delta0
D0 = brentq(lambda D: np.log(D) + np.pi * G0 / (4 * D), 0.5, 1.0)


def pairing_angle(omega, D, G):
    return brentq(lambda t: D * np.cos(t) - omega * np.sin(t)
                  - G * np.sin(t) * np.cos(t), 0.0, np.pi / 2)


def gap_integrand(w):
    return np.sin(pairing_angle(w, D0, G0)) / D0 - 1 / np.sqrt(w**2 + 1)


gap_residual = (quad(gap_integrand, 1e-9, 5, limit=200)[0]
                + quad(gap_integrand, 5, np.inf, limit=200)[0])
assert abs(gap_residual) < 1e-5
Delta = D0 * Delta0
edge = Delta * (1 - (Gamma / Delta)**(2 / 3))**1.5


def density_of_states(E):
    """Largest Re cos(theta) over all roots of the real-energy equation."""
    roots = np.roots([Gamma / Delta, -2 * (1 + E), 0, 2 * (1 - E),
                      -Gamma / Delta]).astype(complex)
    phase = 1j * roots
    return np.max(np.real((phase + 1 / phase) / 2))


assert abs(density_of_states(0.99 * edge / Delta)) < 1e-6
assert density_of_states(1.01 * edge / Delta) > 0.05

# ---------- nonlinear equation with depairing that varies across the film
scale = 2 * thickness**2 * Delta / (hbar * diffusion)
w_red, G_red = np.pi * kB * temperature / Delta, Gamma / Delta


def film_equation(s, y):
    sn, cs = np.sin(y[0]), np.cos(y[0])
    local = 2 * diffusion * e**2 * (field * thickness * s)**2 / hbar / Delta
    return np.vstack((y[1], scale * (w_red * sn - cs + local * sn * cs)))


mesh = np.linspace(-0.5, 0.5, 41)
start = np.vstack((np.full(41, pairing_angle(w_red, 1.0, G_red)), np.zeros(41)))
film = solve_bvp(film_equation, lambda l, r: np.array([l[1], r[1]]),
                 mesh, start, tol=1e-8, max_nodes=20000)
assert film.success
profile = film.sol(x)[0]
angle = np.sum(wx * profile)
Gamma_film = (np.cos(angle) - w_red * np.sin(angle)) / (
    np.sin(angle) * np.cos(angle)) * Delta
angle_spread = np.ptp(profile)
assert abs(Gamma_film / Gamma - 1) < 2e-3

# ---------- finite mean free path, faces that scatter diffusely
mean_free_path = 3 * diffusion / v_fermi
ell = mean_free_path / thickness
mu, wmu = (nodes + 1) / 2, weights / 2
X, MU = np.meshgrid(x, mu, indexing="ij")
W = np.outer(wx, wmu) * 1.5 * (1 - MU**2)
survive = np.exp(-(0.5 - X) / (MU * ell))
rough_factor = 12 * np.sum(W * X * (X + MU * ell - survive * (0.5 + MU * ell)))
conduct_factor = np.sum(W * (1 - survive))

# random flights of pairs: phase 2b * integral of (z/d) dy/d
rng = np.random.default_rng(7)
walkers, flights, b_walk = 40000, 400, 1.0
pos = rng.random(walkers) - 0.5
cosine = 2 * rng.random(walkers) - 1
phase_sum, path = np.zeros(walkers), np.zeros(walkers)
for _ in range(flights):
    free = rng.exponential(ell, walkers)
    to_wall = (np.sign(cosine) * 0.5 - pos) / cosine
    hit = free >= to_wall
    step = np.where(hit, to_wall, free)
    dy = step * np.sqrt(1 - cosine**2) * np.cos(2 * np.pi * rng.random(walkers))
    phase_sum += 2 * b_walk * dy * (pos + cosine * step / 2)
    path += step
    pos = np.clip(pos + cosine * step, -0.5, 0.5)
    u = 1 - rng.random(walkers)
    cosine = np.where(hit, -np.sign(cosine) * np.sqrt(u), 2 * u - 1)
variance = np.mean(phase_sum**2)
# exponent 2 Gamma t/hbar with Gamma = b^2/6 and D t = ell * path / 3
exponent = 2 * (b_walk**2 / 6) * ell * np.mean(path) / 3
walk_factor = variance / 2 / exponent
mean_phase_factor = np.mean(np.cos(phase_sum))
# sampling error of the variance is about 0.7 percent
assert abs(walk_factor / rough_factor - 1) < 0.03
assert abs(mean_phase_factor - np.exp(-exponent * rough_factor)) < 0.02

# ---------- sizes of neglected effects
xi = np.sqrt(hbar * diffusion / Delta0)
states = const.m_e**2 * v_fermi / (np.pi**2 * hbar**3)   # both spins, free electrons
sigma = e**2 * states * diffusion
london = np.sqrt(hbar / (np.pi * const.mu_0 * sigma * Delta0))
k = thickness / london
screened = 12 * np.sum(wx * (np.sinh(k * x) / (k * np.cosh(k / 2)))**2)
tilt = np.degrees(np.arcsin(Gamma / (diffusion * e * field)))
B_orbital = field * np.sqrt(Delta0 / 2 / Gamma)
B_pauli = Delta0 / (np.sqrt(2) * muB)
zeeman = muB * field
lower_edge = edge - zeeman
thermal_width = 4 * np.arccosh(np.sqrt(2)) * kB * temperature
spin_orbit = (const.fine_structure * atomic_number)**4 * hbar * v_fermi / (
    3 * mean_free_path)

print(f"Thickness d: {thickness*1e9:.1f} nm")
print(f"Diffusion constant D: {diffusion*1e4:.1f} cm2/s")
print(f"Critical temperature without field: {Tc:.1f} K")
print(f"Fermi velocity: {v_fermi:.1e} m/s")
print(f"Parallel field B: {field:.1f} T")
print(f"Temperature of use: {temperature:.1f} K")
print(f"Root mean square A: {np.sqrt(mean_A2)*1e9:.3f} T nm")
print(f"Dimensionless field e B d^2/hbar: {b_example:.4f}")
print(f"Depairing energy Gamma: {Gamma/micro_eV:.2f} micro-eV")
print(f"Gamma as a temperature: {Gamma/kB:.3f} K")
print(f"Pair phase decay time hbar/(2 Gamma): {hbar/(2*Gamma)*1e12:.1f} ps")
print(f"BCS ratio Delta0/(kB Tc): {gap_ratio:.4f}")
print(f"Delta0 without field: {Delta0/micro_eV:.1f} micro-eV")
print(f"Delta with depairing, T=0: {Delta/micro_eV:.1f} micro-eV")
print(f"Gamma/Delta: {Gamma/Delta:.4f}")
print(f"Spectral edge without Zeeman shift: {edge/micro_eV:.1f} micro-eV")
print(f"Fall of edge from Delta0: {(Delta0-edge)/micro_eV:.1f} micro-eV")
print(f"Zeeman shift muB B: {zeeman/micro_eV:.1f} micro-eV")
print(f"Lower spin branch edge: {lower_edge/micro_eV:.1f} micro-eV")
print(f"Test field b for eigenvalue: {b_test:.2f}")
print(f"Eigenvalue / (b^2/6): {eigen_ratio:.6f}")
print(f"Its deficit / (2 b^2/315): {correction_ratio:.4f}")
print(f"Same, A from lower face, q=0: {fixed_gauge_ratio:.3f}")
print(f"Best q d for A from lower face: {best.x:.4f}")
print(f"Critical Gamma/Delta0 at T=0.01 Tc: {critical_ratio:.4f}")
print(f"Nonlinear film Gamma / formula: {Gamma_film/Gamma:.6f}")
print(f"Spread of theta across film: {angle_spread:.2e} rad")
print(f"Mean free path l: {mean_free_path*1e9:.2f} nm")
print(f"l/d: {ell:.3f}")
print(f"Rough-face factor on Gamma (bulk D): {rough_factor:.3f}")
print(f"Same factor from random flights: {walk_factor:.3f}")
print(f"Mean phase factor, random flights: {mean_phase_factor:.3f}")
print(f"Its predicted value: {np.exp(-exponent*rough_factor):.3f}")
print(f"Rough-face factor on conductivity: {conduct_factor:.3f}")
print(f"Rough factor if D is from resistance: {rough_factor/conduct_factor:.3f}")
print(f"Coherence length xi: {xi*1e9:.1f} nm")
print(f"Thin-film correction 2 b^2/315: {2*b_example**2/315:.2e}")
print(f"Penetration depth estimate: {london*1e9:.0f} nm")
print(f"Relative loss of Gamma by screening: {1-screened:.2e}")
print(f"Tilt that doubles the depairing: {tilt:.2f} degrees")
print(f"Orbital-only critical field, T=0: {B_orbital:.2f} T")
print(f"Paramagnetic limit, no orbital term: {B_pauli:.2f} T")
print(f"Thermal width of tunnel spectrum: {thermal_width/micro_eV:.1f} micro-eV")
print(f"Boltzmann factor at lower edge: {np.exp(-lower_edge/(kB*temperature)):.3f}")
print(f"Spin-orbit energy, order only: {spin_orbit/micro_eV:.0f} micro-eV")
print("PASS")
```

Running it gives:

```
Thickness d: 6.0 nm
Diffusion constant D: 5.0 cm2/s
Critical temperature without field: 2.0 K
Fermi velocity: 2.0e+06 m/s
Parallel field B: 2.0 T
Temperature of use: 0.3 K
Root mean square A: 3.464 T nm
Dimensionless field e B d^2/hbar: 0.1094
Depairing energy Gamma: 18.23 micro-eV
Gamma as a temperature: 0.212 K
Pair phase decay time hbar/(2 Gamma): 18.1 ps
BCS ratio Delta0/(kB Tc): 1.7639
Delta0 without field: 304.0 micro-eV
Delta with depairing, T=0: 289.3 micro-eV
Gamma/Delta: 0.0630
Spectral edge without Zeeman shift: 223.4 micro-eV
Fall of edge from Delta0: 80.6 micro-eV
Zeeman shift muB B: 115.8 micro-eV
Lower spin branch edge: 107.6 micro-eV
Test field b for eigenvalue: 0.50
Eigenvalue / (b^2/6): 0.998414
Its deficit / (2 b^2/315): 0.9995
Same, A from lower face, q=0: 3.899
Best q d for A from lower face: 0.5000
Critical Gamma/Delta0 at T=0.01 Tc: 0.4999
Nonlinear film Gamma / formula: 1.000063
Spread of theta across film: 6.83e-05 rad
Mean free path l: 0.75 nm
l/d: 0.125
Rough-face factor on Gamma (bulk D): 0.862
Same factor from random flights: 0.863
Mean phase factor, random flights: 0.569
Its predicted value: 0.569
Rough-face factor on conductivity: 0.953
Rough factor if D is from resistance: 0.905
Coherence length xi: 32.9 nm
Thin-film correction 2 b^2/315: 7.60e-05
Penetration depth estimate: 546 nm
Relative loss of Gamma by screening: 2.42e-05
Tilt that doubles the depairing: 1.04 degrees
Orbital-only critical field, T=0: 5.77 T
Paramagnetic limit, no orbital term: 3.71 T
Thermal width of tunnel spectrum: 91.1 micro-eV
Boltzmann factor at lower edge: 0.016
Spin-orbit energy, order only: 47 micro-eV
PASS
```
